Profile and Energy of a 180-Degree Ferroelectric Domain Wall

**1. The decision that hangs on the wall**

Anyone setting up a phase-field calculation of ferroelectric domains must choose a mesh spacing. If it is too coarse, the walls have the wrong energy and stick to the mesh. The spacing has to be compared with the wall width, which is not an input: it follows from the energy coefficients. The wall energy follows from the same coefficients, and it sets the cost of creating more domains. Both are derived here, and section 8 turns them into a mesh criterion.

**2. Model and conventions**

Let the polarization have one component P, along z, and let it vary along x, the normal of a flat wall. The free energy per volume is

f = (a/2)P² + (b/4)P⁴ + (g/2)(dP/dx)², with a < 0, b > 0, g > 0. (1)

The first two terms favour a nonzero polarization of either sign. The last penalizes rapid change. The factors 1/2 and 1/4 are part of the definitions of a, b and g; coefficients defined without them must be converted first.

This is a mean-field continuum description. No field is applied, and strain is left out until section 10. Because P points along z and depends on x alone, its divergence is zero. The wall carries no bound charge, so no electrostatic term appears in (1).

A wall joins two domains:

P → −P0 as x → −∞, P → +P0 as x → +∞. (2)

**3. The domains and the energy between them**

In a uniform state the derivative of f with respect to P vanishes:

aP + bP³ = 0, hence P = 0 or P² = P0² = |a|/b. (3)

The second derivative is a + 3bP². At P = 0 it equals a < 0, a maximum. At P = ±P0 it equals −|a| + 3|a| = 2|a| > 0, a minimum.

A small field E along z shifts the polarization according to E = aP + bP³, so dE/dP = 2|a| in a domain. Since the susceptibility χ is defined by dP/dE = ε0χ,

|a| = 1/(2ε0χ). (4)

Thus a measured P0 and χ fix both a and b, provided the quartic form holds.

The wall energy is counted from the uniform domain. With a = −bP0², the uniform part of f at P0 is −bP0⁴/2 + bP0⁴/4 = −bP0⁴/4. Subtracting it gives the excess density

W(P) = −(b/2)P0²P² + (b/4)P⁴ + (b/4)P0⁴ = (b/4)(P0² − P²)². (5)

W vanishes in both domains. At P = 0 it has the height bP0⁴/4 = |a|P0²/4.

**4. The field equation and its first integral**

The energy per wall area is

F[P] = ∫ [W(P) + (g/2)P′²] dx, (6)

where the prime on P means d/dx and the integral runs over all x. Replace P by P + ηu, with u(x) smooth and zero outside a finite interval. The term linear in η is

∫ [(dW/dP)u + gP′u′] dx = [gP′u] + ∫ [dW/dP − gP″]u dx.

The bracketed end term vanishes because u does. The rest must vanish for every such u, so

gP″ = dW/dP = aP + bP³. (7)

Multiply (7) by P′. The left side becomes the derivative of (g/2)P′², and the right side the derivative of W along the profile. Hence

(g/2)P′² − W = K, a constant.

Far from the wall W → 0, so P′² → 2K/g. If K were nonzero, P would keep changing at a finite rate and could not settle at ±P0. So K = 0 and

(g/2)P′² = W(P). (8)

At every point of the wall the gradient energy equals the excess well energy. This equality belongs to the equilibrium profile, not to a general trial profile.

**5. The hyperbolic tangent**

A solution of (7) that reached ±P0 at finite x would, by (8), have zero slope there. It would then share value and slope with the uniform solution, and so be uniform everywhere. The wall therefore stays between −P0 and +P0, and its slope never changes sign. For the rising wall (2) we take the positive root:

P′ = √(b/2g) (P0² − P²). (9)

Separate the variables and use

1/(P0² − P²) = (1/2P0)[1/(P0 + P) + 1/(P0 − P)].

Integration gives

(1/2P0) ln[(P0 + P)/(P0 − P)] = √(b/2g) (x − x0),

where x0 is the point at which P = 0. Write y = P0√(b/2g)(x − x0). Then (P0 + P)/(P0 − P) = e^(2y), and solving for P,

P = P0 (e^(2y) − 1)/(e^(2y) + 1) = P0 tanh y.

Since P0√b = √|a|, we have y = (x − x0)/w and

P(x) = P0 tanh[(x − x0)/w], w = √(2g/|a|). (10)

To confirm it in (7), put t = tanh y. Then t′ = (1 − t²)/w and P″ = −2P0t(1 − t²)/w². With 2g/w² = |a|,

gP″ = −|a|P0t + |a|P0t³.

The first term is aP. The second is bP³, because bP0² = |a|.

The constant x0 is free: in a continuum without defects the wall costs the same energy wherever it sits. The length w is a half-width, and 2w is called the wall width here. Far out, 1 − tanh y ≈ 2e^(−2y), so the polarization approaches P0 with decay length w/2. Linearizing (7) about P0 agrees: a small deviation p obeys gp″ = 2|a|p, whose decay length is √(g/2|a|) = w/2.

**6. The wall energy**

By (8) the total density is twice the gradient part, so σ = ∫ gP′² dx. Write one factor P′dx as dP and insert (9) for the other:

σ = g√(b/2g) ∫ (P0² − P²) dP, from −P0 to +P0.

The integral is 2P0³ − (2/3)P0³ = (4/3)P0³, and therefore

σ = (4/3)√(gb/2) P0³. (11)

Two other forms are useful. Since √(b/2g) = 1/(wP0), and since P0³ = (|a|/b)^(3/2),

σ = 4gP0²/(3w) = (2√2/3) √g |a|^(3/2)/b. (12)

With g = |a|w²/2, the first form also reads σ = (8/3)w × |a|P0²/4: the barrier height times a length of 8w/3.

At fixed a and b, both w and σ grow as √g. A stiffer gradient term makes the wall wider, and the wider wall holds more material away from its preferred polarization.

**7. Why no other profile is cheaper**

Equation (7) guarantees a stationary energy, not yet a minimum. Define h(P) = (√b/2)(P0² − P²), so that h² = W for every P, including |P| > P0. For any smooth profile of finite energy that obeys (2),

[√(g/2)P′ − h]² = (g/2)P′² + W − √(2g) hP′.

Integrate over x. The last term depends on the end values alone:

√(2g) ∫ h dP = √(2g)(√b/2)(4/3)P0³ = (4/3)√(gb/2)P0³ = σ.

Hence

F[P] = σ + ∫ [√(g/2)P′ − h(P)]² dx ≥ σ. (13)

Equality requires (9), whose solutions joining the two domains are the translated profiles (10). Within this one-component, one-dimensional model the tanh wall is the global minimum.

A linear ramp shows how forgiving the energy is. Let P = P0x/ℓ for |x| < ℓ and ±P0 outside. The gradient energy is (g/2)(P0/ℓ)² × 2ℓ = gP0²/ℓ. The well energy is (|a|P0²/4)ℓ × 16/15 = (4/15)|a|P0²ℓ, because the integral of (1 − s²)² from −1 to 1 is 16/15. The sum is least at ℓ = √(15g/4|a|), where it equals 2√(4/15) √(g|a|) P0². Dividing by σ = (2√2/3)√(g|a|) P0² gives √(6/5) ≈ 1.095, or 9.5 % above σ. An error-function profile at its best width lies 0.27 % above σ. By (13), the excess energy is of second order in a small departure from the tanh, so the energy can be much more accurate than the profile.

**8. Numbers, and the mesh**

Take round values: P0 = 50 µC/cm² (0.50 C/m²), χ = 50 and g = 1.0 × 10⁻¹⁰ J m³/C². From (4) and (3),

|a| = 1/(2ε0 × 50) = 1.129 × 10⁹ J m/C²,
b = 1.129 × 10⁹/0.50² = 4.518 × 10⁹ J m⁵/C⁴.

Then

w = √(2 × 10⁻¹⁰/1.129 × 10⁹) m = 0.42 nm,
σ = 4 × 10⁻¹⁰ × 0.25/(3 × 0.4208 × 10⁻⁹) J/m² = 79 mJ/m² = 0.49 eV/nm².

The width 2w is 0.84 nm. At 0.4 nm from the centre the polarization is already 37 µC/cm², and at 1.2 nm it is 49.7 µC/cm².

As a test, (7) was solved numerically from x = 0 to 5 nm, with P = 0 at one end and P0 at the other, starting from a straight ramp that reaches P0 at 1 nm and stays there. Between 0 and 4 nm the result differs from the tanh by no more than 3.2 × 10⁻¹¹ of P0, a figure set by the solver tolerance. Its gradient and well energies are 39.6 mJ/m² each.

Now put the polarization on planes, or mesh points, a distance d apart:

F_d = d Σ {W(P_n) + (g/2)[(P_(n+1) − P_n)/d]²}. (14)

For small d, the difference quotient about a midpoint is P′ + d²P‴/24. Its square is P′² + d²P′P‴/12, and integrating the correction by parts gives −(d²/12)∫P″²dx. To leading order the unperturbed profile may be used, because its energy is stationary. From section 5,

∫P″²dx = (4P0²/w³) ∫ t²(1 − t²) dt = (4P0²/w³)(4/15) = 16P0²/(15w³),

with t running from −1 to 1. Multiplying by −gd²/24 and dividing by σ,

δσ/σ ≈ −d²/(30w²). (15)

This replaces the sum by an integral and so misses any dependence on where the wall sits between planes.

At d = 0.25 nm, (15) gives −1.2 %. Minimizing (14) gives −1.25 % for a wall centred midway between planes. Moving its centre onto a plane costs a further 0.020 mJ/m². At d = 0.50 nm, (15) gives −4.7 %, but the minimized energy is 10.3 % below σ, and the cost of moving onto a plane is 6.8 mJ/m². That is about 9 % of σ, and the expansion has failed. At both spacings the midway position is a local minimum, while the on-plane position is unstable.

For this discretization, (15) puts a 1 % energy error at d ≈ 0.55w, or about 0.23 nm with these coefficients. This criterion controls the energy, not the pinning. A field E along z pushes the wall with a pressure 2P0E. If the energy varies sinusoidally between planes with barrier Δ, the largest restoring pressure is πΔ/d, so the wall stays stuck to the mesh below E ≈ πΔ/(2P0d). This is about 2.5 kV/cm at d = 0.25 nm and about 420 kV/cm at d = 0.50 nm. The barrier falls steeply as d shrinks: the threshold is about 0.9 kV/cm at 0.23 nm and 0.1 kV/cm at 0.20 nm. A calculation of wall motion needs a mesh whose threshold lies well below the fields applied.

**9. Temperature**

Suppose |a| is proportional to Tc − T, with b and g fixed. Then (3), (10) and (12) give

P0 ∝ (Tc − T)^(1/2), w ∝ (Tc − T)^(−1/2), σ ∝ (Tc − T)^(3/2). (16)

Near Tc the wall becomes broad and cheap. The continuum approximation then improves, but fluctuations left out of mean-field theory can modify these laws close to Tc.

Let the values of section 8 apply at 300 K, with Tc = 900 K. Heating to 400 K multiplies |a| by 500/600. The polarization falls to 45.6 µC/cm², w rises to 0.46 nm, and σ falls to 60 mJ/m², a drop of 24 %. Using a linear law so far below Tc is an assumption. It gives dP0/dT = −P0/[2(Tc − T)] ≈ −420 µC/(m² K) at 300 K, roughly twice the room-temperature pyroelectric coefficient of lithium tantalate, so these changes should not be read as values for that crystal.

**10. Two corrections to the well**

*Strain.* Suppose that a stress-free crystal has an in-plane strain QP² along z. Both domains then have strain QP0². In a wall where nothing depends on z, elastic compatibility requires the second x-derivative of this strain to vanish. The strain is therefore linear in x, and with equal values in the two domains it is constant. The wall centre cannot relax to its own preferred strain. With one effective modulus C, the misfit energy is

(C/2)(QP0² − QP²)² = (C/2)Q²(P0² − P²)².

This has the form of (5). It replaces b by b + 2CQ² in W, while P0 stays fixed. Equation (11) shows that σ is multiplied by √(1 + 2CQ²/b), and w = √(2g/b)/P0 is divided by the same factor. The tanh survives. For C = 200 GPa and Q = 0.02 m⁴/C², 2CQ²/b = 1.6 × 10⁸/4.518 × 10⁹ = 0.035. So σ rises by 1.8 % and w falls by 1.7 %.

*A sixth-order term.* Add (c/6)P⁶ with c ≥ 0, and adjust a and b so that P0 and χ do not change. Stationarity at P0 now requires a = −bP0² − cP0⁴, and the excess density factorizes as

W = (P0² − P²)² [b/4 + c(P² + 2P0²)/6].

Its curvature at P0 is 2bP0² + 4cP0⁴, which must equal 1/(ε0χ). Write this fixed number as 2A. Then b = A/P0² − 2cP0², and

W = (P0² − P²)² [A/(4P0²) − c(P0² − P²)/6]. (17)

Between the domains, W falls as c grows. Relation (8) still holds, so σ = √(2g)∫√W dP falls too. For b ≥ 0 the largest allowed c is reached at b = 0, where σ is 14.5 % lower. At fixed P0, χ and g, the reduction for b, c ≥ 0 therefore lies between zero and 14.5 %. The profile is then no longer a tanh.

**11. Tilted and bent walls**

Tilt the wall by an angle θ about the in-plane axis normal to P. The normal component of P changes from −P0 sin θ to +P0 sin θ, leaving a bound charge of magnitude 2P0 sin θ per area. For θ = 1° this is 1.7 µC/cm². If the wall is held midway between grounded plates parallel to it, with no free charge in the space between them, the field on each side has magnitude

E = P0 sin θ/(ε0ε_t). (18)

With a transverse permittivity ε_t = 50, E = 0.20 MV/cm. The field energy per volume is ε0ε_tE²/2. Filling a total thickness L = 2σ/(ε0ε_tE²) ≈ 0.92 µm, it equals the energy of the wall itself. The number belongs to this geometry: electrodes across P would give a thickness of about 1.7 µm for the same balance, and the midway position is a maximum of the field energy. At L = 0.92 µm the voltage from wall to plate, EL/2, is 9 V, above the band gap of a typical oxide ferroelectric (roughly 5 eV in lithium tantalate), so carriers would collect at the wall before this thickness is reached. At half this thickness the unscreened field energy is still half of σ. Even a one-degree tilt can therefore matter unless mobile charge screens it or the field region is much thinner.

Heat can also bend the wall. Displacing a patch of side w by about w changes the area by something of order w², so the energy scale is σw² = 0.088 eV. This is 3.4 times kT at 300 K. It counts only the added area: parts of the wall that slope along P also carry bound charge, which raises the cost. That is an order-of-magnitude comparison, not a computed roughness, and it does not settle how flat the wall is on the nanometre scale.

**12. Beside a real material**

The values of P0, χ and Tc lie in the rough regime of lithium tantalate, a uniaxial ferroelectric with 180-degree domains, and none is meant to be far from typical. The gradient coefficient is much less certain: it was chosen for its order of magnitude, so w and σ are not predictions for that crystal. If g were four times smaller at fixed a and b, both would halve, to about 0.21 nm and 40 mJ/m². The continuum assumption is strained here, because the wall width 2w is only 1.7 to 3.4 times the plane spacings tried in section 8. In the plane model (14), spacings of 0.25 and 0.50 nm lower σ by about 1 % and 10 %. Real crystals also contain defects that can hold or charge a wall, which this model leaves out. The corrections above were sized separately and should not be added into a corrected value. The numerical output below gives the remaining digits.

Table of computed values

```
INPUTS (round model values)
P0 = 50.0 uC/cm2
susceptibility chi = 50
g = 1.00e-10 J m3/C2
T = 300 K, Tc = 900 K
WALL
|a| = 1.1294e+09 J m/C2
b = 4.5176e+09 J m5/C4
well depth |a|P0^2/4 = 7.0588e+07 J/m3
half-width w = 0.4208 nm
wall width 2w = 0.8416 nm
-90% to +90% distance = 1.2391 nm
sigma, formula = 79.212 mJ/m2
sigma, formula = 0.4944 eV/nm2
sigma, numerical wall = 79.212 mJ/m2
well part, numerical = 39.606 mJ/m2
gradient part, numerical = 39.606 mJ/m2
largest profile error / P0 = 3.2e-11
PROFILE: x (nm), tanh, numerical (uC/cm2)
0.0  0.000  0.000
0.2  22.122  22.122
0.4  37.001  37.001
0.8  47.816  47.816
1.2  49.668  49.668
TRIAL PROFILES, best width, energy above sigma
linear ramp: 9.53 %
error function: 0.27 %
NEGLECTED EFFECTS
planes 0.25 nm apart: energy shift -1.25 %
  barrier between positions = 2.01e-02 mJ/m2
planes 0.50 nm apart: energy shift -10.34 %
  barrier between positions = 6.78e+00 mJ/m2
sixth-order limit b=0: sigma change -14.46 %
modulus = 200 GPa, Q = 0.020 m4/C2
strain clamping: sigma change 1.76 %
strain clamping: w change -1.73 %
at 400 K: P0 = 45.64 uC/cm2
at 400 K: w = 0.4610 nm
at 400 K: sigma = 60.26 mJ/m2
tilt = 1.0 degree, transverse permittivity = 50
tilt: bound charge = 1.745 uC/cm2
tilt: field = 0.197 MV/cm
tilt: field thickness that costs sigma = 921 nm
bending scale sigma w^2 = 0.0876 eV
kT at 300 K = 0.0259 eV
```
